**Melting-point lowering from ligand conformers in a model M(NEtMe)₄ complex**

The program studies \(T_m=H_0/[S_0+R\ln Z(T_m)]\), where \(H_0\) and \(S_0\) are the enthalpy and entropy of melting into the reference conformer and \(Z\) is the Boltzmann sum over ligand arrangements relative to an ordered crystal. It groups 256 arrangements into 76 rotationally distinct conformers, weights each by its inverse symmetry number, and finds the temperature of equal chemical potentials. It asserts that this root agrees with the compact formula, with and without crowding or crystal disorder. It also asserts that the chemical-potential difference falls steadily over the sampled temperatures, and that its numerical derivatives reproduce the fusion entropy and enthalpy. For the chosen parameters, the melting point falls from 300 K to 200.9 K with independent ligands. It is 247.5 K with the chosen crowding energy and 279.5 K when the crystal is already disordered over the ligand faces. An increase of 8.18 kJ/mol in \(H_0\) cancels the lowering for independent ligands and an ordered crystal.

## Verification by program

```python
"""
Melting-point lowering by liquid conformers in a model M(NEtMe)4 complex.

Result under test: T = H0 / (S0 + R ln Z(T)), with
  H0, S0 : enthalpy and entropy of melting into the reference conformer,
  Z      : sum of exp(-E/RT) over ligand arrangements in the liquid,
  E      : arrangement energy relative to the ordered crystal arrangement.
The dimethylamide has Z = 1 and melts at T0 = H0/S0.
Each ethylmethylamide has two faces and two exchange positions.
Exchange costs 'gap'; 'crowding' is a cost per pair on unlike faces.
The direct calculation groups arrangements into rotational conformers,
weights each by 1/symmetry number, and equates chemical potentials.
"""
from itertools import combinations, product
import numpy as np
from scipy.constants import R
from scipy.optimize import brentq

H0 = 15000.0
T0 = 300.0
S0 = H0 / T0
GAP = 5000.0
CROWDING = 2000.0

# Rotations of the D2d framework, as permutations of the four ligand sites.
ROTATIONS = [(0, 1, 2, 3), (1, 0, 3, 2), (2, 3, 0, 1), (3, 2, 1, 0)]
FRAME_SYMMETRY = len(ROTATIONS)
LIGAND_STATES = list(product((0, 1), repeat=2))   # (face, exchanged)
ARRANGEMENTS = list(product(LIGAND_STATES, repeat=4))


def find_conformers():
    """Return one representative and symmetry number per distinct conformer."""
    found = []
    for arrangement in ARRANGEMENTS:
        images = [tuple(arrangement[i] for i in rot) for rot in ROTATIONS]
        if arrangement == min(images):
            found.append((arrangement, images.count(arrangement)))
    return found


CONFORMERS = find_conformers()
SYMMETRY = np.array([sigma for _, sigma in CONFORMERS], dtype=float)


def count_features(arrangement):
    exchanged = sum(state[1] for state in arrangement)
    unlike = sum(a[0] != b[0] for a, b in combinations(arrangement, 2))
    return exchanged, unlike


CONFORMER_FEATURES = np.array([count_features(a) for a, _ in CONFORMERS])
ALL_FEATURES = np.array([count_features(a) for a in ARRANGEMENTS])


def direct_difference(T, gap=GAP, crowding=0.0, h=H0, crystal_states=1):
    """Liquid minus crystal chemical potential from distinct conformers."""
    energy = CONFORMER_FEATURES @ np.array([gap, crowding])
    weighted_sum = np.sum(np.exp(-energy / (R * T)) / SYMMETRY)
    entropy_without_symmetry = S0 + R * np.log(FRAME_SYMMETRY)
    liquid = h - T * entropy_without_symmetry - R * T * np.log(weighted_sum)
    crystal = -R * T * np.log(crystal_states)
    return liquid - crystal


def direct_melting(**options):
    return brentq(lambda T: direct_difference(T, **options), 30, 700,
                  xtol=1e-10)


def log_z(T, gap=GAP, crowding=0.0):
    """Closed expression for ln Z, including correlated faces."""
    x = np.exp(-gap / (R * T))
    a = np.exp(-crowding / (R * T))
    return np.log(2 + 8 * a**3 + 6 * a**4) + 4 * np.log1p(x)


def formula_melting(gap=GAP, crowding=0.0, h=H0, crystal_states=1):
    def residual(T):
        extra = R * (log_z(T, gap, crowding) - np.log(crystal_states))
        return T - h / (S0 + extra)
    return brentq(residual, 30, 700, xtol=1e-10)


def conformer_thermo(T):
    """Mean energy and entropy from probabilities of all arrangements."""
    energy = ALL_FEATURES[:, 0] * GAP
    probability = np.exp(-energy / (R * T))
    probability /= probability.sum()
    mean_energy = probability @ energy
    entropy = -R * np.sum(probability * np.log(probability))
    return mean_energy, entropy


# Direct conformer counting and melting against the compact formula.
Tm = direct_melting()
assert abs(Tm - formula_melting()) < 1e-6
assert Tm < T0
assert abs(np.sum(FRAME_SYMMETRY / SYMMETRY) - len(ARRANGEMENTS)) < 1e-10

# The chemical-potential difference has only one crossing.
temperatures = np.linspace(30, 700, 500)
differences = np.array([direct_difference(T) for T in temperatures])
assert differences[0] > 0 and differences[-1] < 0
assert np.all(np.diff(differences) < 0)

# Fusion entropy and enthalpy from numerical derivatives.
step = 0.01
slope = (direct_difference(Tm + step)
         - direct_difference(Tm - step)) / (2 * step)
ratio_slope = (direct_difference(Tm + step) / (Tm + step)
               - direct_difference(Tm - step) / (Tm - step)) / (2 * step)
fusion_entropy = -slope
fusion_enthalpy = -Tm**2 * ratio_slope
mean_energy, conformer_entropy = conformer_thermo(Tm)
assert abs(fusion_entropy - S0 - conformer_entropy) < 1e-4
assert abs(fusion_enthalpy - H0 - mean_energy) < 0.02
assert abs(fusion_enthalpy / fusion_entropy - Tm) < 1e-3
assert abs(conformer_entropy - R * log_z(Tm) - mean_energy / Tm) < 1e-8

# Effect of the energy gap and the equal-energy limit.
gap_values = [0.0, 2000.0, 5000.0, 20000.0]
gap_melting = [direct_melting(gap=value) for value in gap_values]
assert np.all(np.diff(gap_melting) > 0)
equal_limit = H0 / (S0 + 4 * R * np.log(4))
two_face_limit = H0 / (S0 + 4 * R * np.log(2))
assert abs(gap_melting[0] - equal_limit) < 1e-6
assert abs(gap_melting[-1] - two_face_limit) < 0.1

# Omitting the mean conformer energy exaggerates the lowering.
mistaken_Tm = brentq(
    lambda T: T - H0 / (S0 + conformer_thermo(T)[1]), 30, 700)
assert mistaken_Tm < Tm

# Crowding and crystal disorder reduce the lowering.
crowded_Tm = direct_melting(crowding=CROWDING)
assert abs(crowded_Tm - formula_melting(crowding=CROWDING)) < 1e-6
assert Tm < crowded_Tm < T0
crystal_states = int(np.sum(ALL_FEATURES[:, 0] == 0))
disordered_Tm = direct_melting(crystal_states=crystal_states)
assert abs(disordered_Tm
           - formula_melting(crystal_states=crystal_states)) < 1e-6
assert Tm < disordered_Tm < T0

# A sufficient increase of the reference enthalpy cancels the lowering.
compensation = R * T0 * log_z(T0)
assert abs(direct_melting(h=H0 + compensation) - T0) < 1e-6
assert direct_melting(h=H0 + 1.1 * compensation) > T0

boltzmann = np.exp(-GAP / (R * Tm))
ligand_sum = 2 * (1 + boltzmann)
print(f"Gas constant R: {R:.4f} J/(mol K)")
print(f"Reference fusion enthalpy H0: {H0/1000:.1f} kJ/mol")
print(f"Dimethylamide melting point T0: {T0:.1f} K")
print(f"Reference fusion entropy S0: {S0:.2f} J/(mol K)")
print(f"Energy gap g: {GAP/1000:.1f} kJ/mol")
print(f"Ligand arrangements: {len(ARRANGEMENTS)}")
print(f"Rotationally distinct conformers: {len(CONFORMERS)}")
print(f"Framework symmetry number: {FRAME_SYMMETRY}")
print(f"Ethylmethylamide melting point: {Tm:.1f} K")
print(f"Ethylmethylamide melting point: {Tm-273.15:.1f} deg C")
print(f"Melting-point lowering: {T0-Tm:.1f} K")
print(f"RT at melting: {R*Tm/1000:.4f} kJ/mol")
print(f"exp(-g/RT) at melting: {boltzmann:.5f}")
print(f"State sum per ligand: {ligand_sum:.4f}")
print(f"Z for four ligands: {np.exp(log_z(Tm)):.3f}")
print(f"R ln Z at melting: {R*log_z(Tm):.2f} J/(mol K)")
print(f"Population of each low state: {100/ligand_sum:.2f} percent")
print(f"Population of each high state: {100*boltzmann/ligand_sum:.2f} percent")
print(f"Mean conformer energy: {mean_energy/1000:.3f} kJ/mol")
print(f"Mean energy divided by T: {mean_energy/Tm:.2f} J/(mol K)")
print(f"Full conformer entropy: {conformer_entropy:.2f} J/(mol K)")
print(f"Total fusion enthalpy: {fusion_enthalpy/1000:.3f} kJ/mol")
print(f"Total fusion entropy: {fusion_entropy:.2f} J/(mol K)")
print(f"Chemical-potential difference at T0: "
      f"{direct_difference(T0)/1000:.3f} kJ/mol")
for gap, value in zip(gap_values, gap_melting):
    print(f"Melting point for g = {gap/1000:.1f} kJ/mol: {value:.1f} K")
print(f"Limit with only two faces: {two_face_limit:.1f} K")
print(f"Mistaken result without mean energy: {mistaken_Tm:.1f} K")
print(f"Crowding cost per unlike pair: {CROWDING/1000:.1f} kJ/mol")
print(f"Z with crowding at its melting point: "
      f"{np.exp(log_z(crowded_Tm, crowding=CROWDING)):.3f}")
print(f"Melting point with crowding: {crowded_Tm:.1f} K")
print(f"Face arrangements in disordered crystal: {crystal_states}")
print(f"Melting point with disordered crystal: {disordered_Tm:.1f} K")
print(f"Enthalpy increase cancelling the lowering: "
      f"{compensation/1000:.3f} kJ/mol")
print("all tests passed")
```

Printed output:

```
Gas constant R: 8.3145 J/(mol K)
Reference fusion enthalpy H0: 15.0 kJ/mol
Dimethylamide melting point T0: 300.0 K
Reference fusion entropy S0: 50.00 J/(mol K)
Energy gap g: 5.0 kJ/mol
Ligand arrangements: 256
Rotationally distinct conformers: 76
Framework symmetry number: 4
Ethylmethylamide melting point: 200.9 K
Ethylmethylamide melting point: -72.3 deg C
Melting-point lowering: 99.1 K
RT at melting: 1.6701 kJ/mol
exp(-g/RT) at melting: 0.05009
State sum per ligand: 2.1002
Z for four ligands: 19.455
R ln Z at melting: 24.68 J/(mol K)
Population of each low state: 47.61 percent
Population of each high state: 2.39 percent
Mean conformer energy: 0.954 kJ/mol
Mean energy divided by T: 4.75 J/(mol K)
Full conformer entropy: 29.43 J/(mol K)
Total fusion enthalpy: 15.954 kJ/mol
Total fusion entropy: 79.43 J/(mol K)
Chemical-potential difference at T0: -8.177 kJ/mol
Melting point for g = 0.0 kJ/mol: 156.1 K
Melting point for g = 2.0 kJ/mol: 185.0 K
Melting point for g = 5.0 kJ/mol: 200.9 K
Melting point for g = 20.0 kJ/mol: 205.3 K
Limit with only two faces: 205.3 K
Mistaken result without mean energy: 190.5 K
Crowding cost per unlike pair: 2.0 kJ/mol
Z with crowding at its melting point: 3.582
Melting point with crowding: 247.5 K
Face arrangements in disordered crystal: 16
Melting point with disordered crystal: 279.5 K
Enthalpy increase cancelling the lowering: 8.177 kJ/mol
all tests passed
```
